**Quadrupole moment induced linearly by a magnetic field in the Dirac 1s state**

The program tests $Q_{zz}=2\mu KB/(c^2Z^2)$, with $K\to23/60$ as $Z/c\to0$, for one electron at a point nucleus. Here $Q_{zz}=-\langle3z^2-r^2\rangle$, $\mu=\pm\frac12$ is the angular momentum projection, $B$ the field, $Z$ the nuclear charge and $c$ the speed of light, in atomic units. It asserts the angular factors by quadrature over explicit spinors, and the 3d3/2 energy against the closed formula. The linear response from the diagonalized $\kappa=2$ Dirac Hamiltonian is compared with the slope from diagonalization at fields $\pm B$, and with the solution of the single equation left after the lower component is eliminated. For Pb⁸¹⁺ these agree to about one part in a million. Further assertions cover the large-$c$ limits of the upper, lower, positive-energy and negative-energy parts, the 1s Zeeman shift, and the nonrelativistic quadratic coefficient $-5/2$. The output gives $K=0.294$ for Pb⁸¹⁺ and an extrapolated value of 0.383333 at infinite $c$.

## Check in Python

```python
"""
Result under test: a weak uniform magnetic field B (along z) gives the Dirac
1s state of a one-electron atom an electric quadrupole moment linear in B,
    Q_zz = -<3z^2 - r^2> = 2 mu K B / (c^2 Z^2),   K -> 23/60 for Z/c -> 0,
carried by the kappa = 2 (d3/2) admixture; it vanishes as c -> infinity.
Atomic units inside the program. Z: nuclear charge, c: speed of light,
mu = +-1/2: angular momentum projection, kappa: Dirac quantum number.
States are (P Omega_kappa, i Q Omega_-kappa)/r; energies exclude rest energy.
The response is p (upper) and q (lower), R = int r^2 (P p + Q q) dr.
"""
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.linalg import eigh, solve
from scipy.special import eval_genlaguerre, gammaln, lpmv

# ---------- angular factors from explicit spinors on a sphere grid ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phis = 2*np.pi*np.arange(12)/12
cos_t = np.repeat(nodes, 12)
phi = np.tile(phis, 12)
solid = np.repeat(node_weights, 12)*2*np.pi/12
sin_t = np.sqrt(1 - cos_t**2)
nx, ny = sin_t*np.cos(phi), sin_t*np.sin(phi)


def harmonic(l, m):
    if abs(m) > l:
        return np.zeros_like(phi, dtype=complex)
    k = abs(m)
    norm = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, cos_t)*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


def spinor(kappa, mu):
    l = kappa if kappa > 0 else -kappa - 1
    plus = np.sqrt((l + mu + 0.5)/(2*l + 1))
    minus = np.sqrt((l - mu + 0.5)/(2*l + 1))
    first, second = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([first*harmonic(l, round(mu - 0.5)),
                     second*harmonic(l, round(mu + 0.5))])


def cross_sigma_z(s):
    """z component of (unit r) x sigma acting on a spinor."""
    return np.array([(-1j*nx - ny)*s[1], (1j*nx - ny)*s[0]])


def overlap(a, b):
    return np.sum(solid*np.sum(np.conj(a)*b, axis=0))


quad_angle = 3*cos_t**2 - 1
angular = {}
for mu in (0.5, -0.5):
    s1, p1 = spinor(-1, mu), spinor(1, mu)
    d3, p3 = spinor(2, mu), spinor(-2, mu)
    mix_up = 1j*overlap(d3, cross_sigma_z(p1))
    mix_low = -1j*overlap(p3, cross_sigma_z(s1))
    quad_up = overlap(s1, quad_angle*d3)
    quad_low = overlap(p1, quad_angle*p3)
    assert abs(mix_up - mix_low) < 1e-12 and abs(quad_up - quad_low) < 1e-12
    assert abs(abs(mix_up)**2 - 2/9) < 1e-12
    assert abs(mix_up*quad_up - 2*mu*4/15) < 1e-12
    # neither d5/2 admixture nor a quadrupole inside j = 1/2
    assert abs(overlap(spinor(-3, mu), cross_sigma_z(p1))) < 1e-12
    assert abs(overlap(s1, quad_angle*s1)) < 1e-12
    quad_dd = overlap(d3, quad_angle*d3)
    assert abs(quad_dd - overlap(p3, quad_angle*p3)) < 1e-12
    zeeman = 1j*overlap(s1, cross_sigma_z(p1))
    angular[mu] = [v.real for v in (mix_up, quad_up, quad_dd, zeeman)]

# ---------- radial part ----------
log_t = np.linspace(-24.0, 5.8, 5000)
step = log_t[1] - log_t[0]


def laguerre_functions(Z, power, size):
    """Orthonormal r^power exp(-Z r) polynomials with two derivatives."""
    t = np.exp(log_t)
    f, f1, f2 = [], [], []
    al = 2*power
    for n in range(size):
        norm = np.exp(0.5*(np.log(2*Z) + gammaln(n + 1) - gammaln(n + al + 1)))
        env = norm*t**power*np.exp(-t/2)
        L = eval_genlaguerre(n, al, t)
        L1 = -eval_genlaguerre(n - 1, al + 1, t) if n > 0 else 0*t
        L2 = eval_genlaguerre(n - 2, al + 2, t) if n > 1 else 0*t
        g = power/t - 0.5
        f.append(env*L)
        f1.append(2*Z*env*(g*L + L1))
        f2.append(4*Z*Z*env*((g*g - power/t**2)*L + 2*g*L1 + L2))
    return np.array(f), np.array(f1), np.array(f2)


def ground_state(Z, c):
    r = np.exp(log_t)/(2*Z)
    gam = np.sqrt(1 - (Z/c)**2)
    ratio = (Z/c)/(1 + gam)
    log_n2 = (2*gam + 1)*np.log(2*Z) - gammaln(2*gam + 1)
    P = np.sqrt(np.exp(log_n2)*(1 + gam)/2)*r**gam*np.exp(-Z*r)
    return r, r*step, gam, P, -ratio*P, -(Z*Z)/(1 + gam)


def response(Z, c, size=30):
    """Linear response in kappa = 2 by diagonalizing the Dirac Hamiltonian."""
    r, w, gam, P, Q, E0 = ground_state(Z, c)
    gam2 = np.sqrt(4 - (Z/c)**2)
    f, f1, f2 = laguerre_functions(Z, gam2, size)
    Df = f1 + 2*f/r
    up = np.vstack([f, (f1 - 2*f/r)/(2*c)])
    low = np.vstack([Df/(2*c), f])
    Dup = np.vstack([Df, (f2 - 2*f/r**2)/(2*c)])
    S = (up*w) @ up.T + (low*w) @ low.T
    cross = c*(low*w) @ Dup.T
    pot = -Z/r
    H = (up*w*pot) @ up.T + (low*w*(pot - 2*c*c)) @ low.T + cross + cross.T
    H, S = (H + H.T)/2, (S + S.T)/2
    energy, vec = eigh(H, S)
    h_basis = 0.5*c*(up @ (w*r*Q) + low @ (w*r*P))
    t_basis = up @ (w*r*r*P) + low @ (w*r*r*Q)
    coef = -(vec.T @ h_basis)/(energy - E0)
    terms = coef*(vec.T @ t_basis)
    positive = energy > -c*c
    p, q = (vec @ coef) @ up, (vec @ coef) @ low
    r2 = (up*w*r*r) @ up.T + (low*w*r*r) @ low.T
    return dict(R=terms.sum(), Rpos=terms[positive].sum(),
                Rneg=terms[~positive].sum(), Rup=np.sum(w*r*r*P*p),
                Rlow=np.sum(w*r*r*Q*q), pp=np.sum(w*p*p), qq=np.sum(w*q*q),
                E3d=energy[positive][0], H=H, S=S, h=h_basis, t=t_basis,
                r2=r2, E0=E0)


def eliminated_R(Z, c, size=30):
    """Same R from the single equation for p with its small net source."""
    r, w, gam, P, Q, E0 = ground_state(Z, c)
    f, f1, _ = laguerre_functions(Z, np.sqrt(4 - (Z/c)**2), size)
    Df = f1 + 2*f/r
    mass = c*c*(1 + gam) + Z/r
    delta = Z/(c*c*(1 + gam))
    source = delta*r*P/(2*(1 + gam)*(r + delta)**2)
    A = (Df*w*c*c/mass) @ Df.T - (f*w*(E0 + Z/r)) @ f.T
    x = solve((A + A.T)/2, f @ (w*source))
    p = x @ f
    q = c*(x @ Df + r*P/2)/mass
    return np.sum(w*r*r*(P*p + Q*q))


def finite_field_slope(d, mu, field):
    """dQ_zz/dB from diagonalization at +field and -field."""
    mix, quad, dd, _ = angular[mu]
    n = len(d['h']) + 1
    S = np.eye(n)
    S[1:, 1:] = d['S']
    M = np.zeros((n, n))
    M[1:, 1:] = dd*d['r2']
    M[0, 1:] = M[1:, 0] = quad*d['t']
    values = []
    for B in (field, -field):
        H = np.zeros((n, n))
        H[0, 0] = d['E0']
        H[1:, 1:] = d['H']
        H[0, 1:] = H[1:, 0] = B*mix*d['h']
        e, v = eigh(H, S)
        state = v[:, np.argmin(abs(e - d['E0']))]
        values.append(-state @ M @ state)
    return (values[0] - values[1])/(2*field)


Z = 82
c0 = 1/sc.fine_structure
hartree = sc.value('Hartree energy in eV')
bohr = sc.value('Bohr radius')*1e10
mu_B = sc.value('Bohr magneton in eV/T')

pb = response(Z, c0)
gam2 = np.sqrt(4 - (Z/c0)**2)
E3d_formula = c0**2*(1/np.sqrt(1 + (Z/c0/(1 + gam2))**2) - 1)
assert abs(pb['E3d']/E3d_formula - 1) < 1e-5
R_single = eliminated_R(Z, c0)
# tolerance: finite basis with non-integer powers of r at the nucleus
assert abs(R_single/pb['R'] - 1) < 1e-4
slope = -8/15*pb['R']
for mu in (0.5, -0.5):
    direct = finite_field_slope(pb, mu, 3e-3*Z*Z)
    assert abs(direct/(2*mu*slope) - 1) < 1e-4   # cubic term in the field

# first-order Zeeman shift of 1s, per unit B, for mu = +1/2
r, w, gam, P, Q, E0 = ground_state(Z, c0)
assert abs(np.sum(w*(P*P + Q*Q)) - 1) < 1e-9
shift = angular[0.5][3]*c0*np.sum(w*r*P*Q)
assert abs(shift - (1 + 2*gam)/6) < 1e-8

# growing c: limits of the whole and of its parts
factors = (1, 2, 4, 8, 16, 32)
runs = [pb] + [response(Z, k*c0) for k in factors[1:]]
scaled = [d['R']*(k*c0*Z)**2 for k, d in zip(factors, runs)]
limit = (4*scaled[-1] - scaled[-2])/3
assert abs(limit/(-23/32) - 1) < 1e-3
last = {k: runs[-1][k]*(factors[-1]*c0*Z)**2
        for k in ('Rup', 'Rlow', 'Rpos', 'Rneg')}
for key, value in (('Rup', 7/32), ('Rlow', -15/16),
                   ('Rpos', 37/32), ('Rneg', -15/8)):
    assert abs(last[key]/value - 1) < 1e-2       # remaining (Z/c)^2 terms

# nonrelativistic diamagnetic quadrupole, quadratic in B, for Z = 1
t_r = np.exp(log_t)/2
t_w = t_r*step
f, f1, _ = laguerre_functions(1.0, 3.0, 20)
P_nr = 2*t_r*np.exp(-t_r)
A = 0.5*(f1*t_w) @ f1.T + (f*t_w*(3/t_r**2 - 1/t_r + 0.5)) @ f.T
u = solve((A + A.T)/2, f @ (t_w*t_r**2*P_nr)) @ f
P2 = (3*nodes**2 - 1)/2
dia = 2.5*np.sum(node_weights*(1 - nodes**2)/8*P2)
proj = 0.5*np.sum(node_weights*2*P2*P2)
quadratic = 2*dia*proj*np.sum(t_w*t_r**2*P_nr*u)
assert abs(quadratic + 2.5) < 1e-7

# ---------- worked example ----------
field_energy = 0.001
B = 2*field_energy/hartree
to_Q = bohr**2
K = slope*(c0*Z)**2
delta = Z/(c0**2*(1 + gam))
print("Hydrogenlike Pb81+, point nucleus, Dirac-Coulomb level")
print(f"Z = {Z}, Z/c = {Z/c0:.5f}, gamma = {gam:.5f}")
print(f"field, as mu_B*B = {field_energy} eV (B = {field_energy/mu_B:.3f} T)")
print(f"1s energy without rest energy = {E0*hartree:.1f} eV")
print(f"3d3/2 energy, diagonalization = {pb['E3d']*hartree:.2f} eV")
print(f"3d3/2 energy, closed formula = {E3d_formula*hartree:.2f} eV")
print(f"mean 1s radius = {np.sum(w*r*(P*P+Q*Q))*bohr:.6f} angstrom")
print(f"length delta in the source = {delta*bohr:.6f} angstrom")
print(f"Zeeman shift, mu=+1/2 = {shift*B*hartree:.6e} eV")
print(f"Zeeman shift, mu=-1/2 = {-shift*B*hartree:.6e} eV")
amp = B*np.sqrt(2/9*(pb['pp'] + pb['qq']))
print(f"amplitude of kappa=2 admixture = {amp:.4e}")
print(f"share of its norm in lower component = "
      f"{pb['qq']/(pb['pp']+pb['qq']):.4f}")
print(f"Q_zz, mu=+1/2 = {slope*B*to_Q:.5e} e angstrom^2")
print(f"Q_zz, mu=-1/2 = {-slope*B*to_Q:.5e} e angstrom^2")
print(f"same, mu=+1/2, in atomic units = {slope*B:.5e} e bohr^2")
for key, name in (('Rup', 'upper components'), ('Rlow', 'lower components'),
                  ('Rpos', 'positive-energy states'),
                  ('Rneg', 'negative-energy states')):
    print(f"  part of Q_zz (mu=+1/2) from {name} = "
          f"{-8/15*pb[key]*B*to_Q:.4e} e angstrom^2")
print(f"K for Pb81+ = {K:.5f}; leading value 23/60 = {23/60:.5f}")
print(f"relative difference, eliminated equation vs diagonalization = "
      f"{abs(R_single/pb['R']-1):.1e}")
print(f"relative difference, finite field vs linear response = "
      f"{abs(finite_field_slope(pb, 0.5, 3e-3*Z*Z)/slope-1):.1e}")
print("c multiplied by k at the same Z and B, mu=+1/2:")
for k, d, s in zip(factors, runs, scaled):
    print(f"  k={k:2d}  Q_zz = {-8/15*d['R']*B*to_Q:.4e} e angstrom^2,"
          f"  K = {-8/15*s:.5f}")
print(f"K extrapolated to infinite c = {-8/15*limit:.6f}")
print("parts of c^2 Z^2 R at k=32 (dimensionless), with their limits:")
print(f"  upper {last['Rup']:.5f} (7/32 = {7/32:.5f}),"
      f" lower {last['Rlow']:.5f} (-15/16 = {-15/16:.5f})")
print(f"  positive {last['Rpos']:.5f} (37/32 = {37/32:.5f}),"
      f" negative {last['Rneg']:.5f} (-15/8 = {-15/8:.5f})")
print(f"nonrelativistic coefficient of B^2/Z^6 in Q_zz = {quadratic:.6f}")
print(f"Pb81+ quadratic term, nonrelativistic estimate = "
      f"{quadratic*B**2/Z**6*to_Q:.3e} e angstrom^2")
B_cross = (23/60)/(-quadratic)/c0**2
print(f"hydrogen: linear = quadratic size at mu_B*B = "
      f"{B_cross*hartree/2:.4e} eV (B = {B_cross*hartree/2/mu_B:.3f} T)")
print("ALL CHECKS PASSED")
```

It prints:

```
Hydrogenlike Pb81+, point nucleus, Dirac-Coulomb level
Z = 82, Z/c = 0.59838, gamma = 0.80121
field, as mu_B*B = 0.001 eV (B = 17.276 T)
1s energy without rest energy = -101581.3 eV
3d3/2 energy, diagonalization = -10483.75 eV
3d3/2 energy, closed formula = -10483.75 eV
mean 1s radius = 0.008397 angstrom
length delta in the source = 0.001283 angstrom
Zeeman shift, mu=+1/2 = 8.674735e-04 eV
Zeeman shift, mu=-1/2 = -8.674735e-04 eV
amplitude of kappa=2 admixture = 1.1540e-09
share of its norm in lower component = 0.9943
Q_zz, mu=+1/2 = 4.79651e-14 e angstrom^2
Q_zz, mu=-1/2 = -4.79651e-14 e angstrom^2
same, mu=+1/2, in atomic units = 1.71286e-13 e bohr^2
  part of Q_zz (mu=+1/2) from upper components = -1.2800e-14 e angstrom^2
  part of Q_zz (mu=+1/2) from lower components = 6.0765e-14 e angstrom^2
  part of Q_zz (mu=+1/2) from positive-energy states = -5.4959e-14 e angstrom^2
  part of Q_zz (mu=+1/2) from negative-energy states = 1.0292e-13 e angstrom^2
K for Pb81+ = 0.29427; leading value 23/60 = 0.38333
relative difference, eliminated equation vs diagonalization = 1.3e-06
relative difference, finite field vs linear response = 1.2e-06
c multiplied by k at the same Z and B, mu=+1/2:
  k= 1  Q_zz = 4.7965e-14 e angstrom^2,  K = 0.29427
  k= 2  Q_zz = 1.4738e-14 e angstrom^2,  K = 0.36167
  k= 4  Q_zz = 3.8503e-15 e angstrom^2,  K = 0.37795
  k= 8  Q_zz = 9.7287e-16 e angstrom^2,  K = 0.38199
  k=16  Q_zz = 2.4386e-16 e angstrom^2,  K = 0.38300
  k=32  Q_zz = 6.1005e-17 e angstrom^2,  K = 0.38325
K extrapolated to infinite c = 0.383333
parts of c^2 Z^2 R at k=32 (dimensionless), with their limits:
  upper 0.21868 (7/32 = 0.21875), lower -0.93727 (-15/16 = -0.93750)
  positive 1.15557 (37/32 = 1.15625), negative -1.87416 (-15/8 = -1.87500)
nonrelativistic coefficient of B^2/Z^6 in Q_zz = -2.500000
Pb81+ quadratic term, nonrelativistic estimate = -1.244e-20 e angstrom^2
hydrogen: linear = quadratic size at mu_B*B = 1.1109e-04 eV (B = 1.919 T)
ALL CHECKS PASSED
```
